**Critical radius of diamond spheres in copper**

Equal spheres of radius a and conductivity kp, in a matrix of lower conductivity km with interface conductance h, raise the composite conductivity k* only above a_c = 1/[h(1/km − 1/kp)]. For kp = 1000 W/mK, km = 400 W/mK and h = 50 MW/m²K, this is 13.3 µm. The program finds the same radius as a root of the solved interface conditions for a single sphere. It also solves the heat equation in two cylindrical cells, one with the sphere centred and one with it displaced along the axis. It asserts that k* equals km at a_c, and that at four other radii k* lies between the two derived bounds and on the correct side of km. Further assertions cover the convergence of the series, the estimate for phonon scattering at the surface and the surface integral for cubes. The output shows k* in the centred cell rising from 335 W/mK at 5 µm to 473 W/mK at 50 µm, at a fixed volume fraction of 0.281. It also shows the critical radius moving to 26.7 µm when h is halved and to 17.1 µm at 400 K under the assumed 1/T law for diamond.

## Numerical check

```python
# Result under test: equal spheres (conductivity kp, radius a) in a matrix
# (conductivity km < kp) with interface conductance h raise the composite
# conductivity k* only if a > a_c = 1/(h*(1/km - 1/kp)), and for beta = km/kp
#   km/(1 + f(1-beta)(a_c/a - 1)) <= k* <= km(1 + f(1-beta)(a/a_c - 1)),
# where f is the volume fraction of the spheres.
# Units: W/mK, MW/m2K and micrometre; MW/m2K * micrometre = W/mK.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import eval_legendre

kp, km, h = 1000.0, 400.0, 50.0


def critical_radius(k_particle, k_matrix, conductance):
    return 1.0 / (conductance * (1.0 / k_matrix - 1.0 / k_particle))


def sphere_response(l, a, scale, k_particle=kp):
    """Outside: (r/scale)^l + b (a/r)^(l+1); inside: c (r/a)^l.
    Solve continuity of flux and flux = h * jump for b and c."""
    if l == 0:
        return 0.0, 1.0
    u = (a / scale) ** l
    matrix = np.array([[km * (l + 1), k_particle * l],
                       [km * (l + 1) / a + h, -h]])
    right = np.array([km * l * u, km * l * u / a - h * u])
    return np.linalg.solve(matrix, right)


def cell_conductivity(a, a_over_H, R_over_H, shift_over_H, lmax=60):
    """Cylinder of half-height H and radius R with insulated side wall and
    plates at fixed temperature T = z; the sphere centre is the origin and
    lies shift above the middle of the cylinder. Least-squares fit of the
    boundary conditions by harmonic functions obeying the interface laws."""
    H = a / a_over_H
    R = R_over_H * H
    shift = shift_over_H * H
    top, bottom = H - shift, -H - shift
    x, w = np.polynomial.legendre.leggauss(100)
    rho_plate = 0.5 * R * (x + 1)
    z_side = -shift + H * x
    n = len(x)
    rho = np.concatenate([rho_plate, rho_plate, np.full(n, R)])
    z = np.concatenate([np.full(n, top), np.full(n, bottom), z_side])
    r = np.hypot(rho, z)
    cosine = z / r
    scale = np.hypot(R, max(top, -bottom))
    values, slopes_z, slopes_rho = [], [], []
    for l in range(lmax + 1):
        b, _ = sphere_response(l, a, scale)
        P = eval_legendre(l, cosine)
        reg = (r / scale) ** l * P
        reg_z = (l / scale * (r / scale) ** (l - 1)
                 * eval_legendre(max(l - 1, 0), cosine))
        reg_rho = (l * reg - z * reg_z) / rho
        sing = (a / r) ** (l + 1) * P
        sing_z = (-(l + 1) / a * (a / r) ** (l + 2)
                  * eval_legendre(l + 1, cosine))
        sing_rho = (-(l + 1) * sing - z * sing_z) / rho
        values.append(reg + b * sing)
        slopes_z.append(reg_z + b * sing_z)
        slopes_rho.append(reg_rho + b * sing_rho)
    values = np.array(values).T
    slopes_z = np.array(slopes_z).T
    slopes_rho = np.array(slopes_rho).T
    system = np.vstack([values[:2 * n] / H, slopes_rho[2 * n:]])
    target = np.concatenate([z[:2 * n] / H, np.zeros(n)])
    norms = np.linalg.norm(system, axis=0)
    coeff = np.linalg.lstsq(system / norms, target, rcond=None)[0] / norms
    misfit = np.max(np.abs(system @ coeff - target))
    gradient = slopes_z @ coeff
    area_weight = w * rho_plate / np.sum(w * rho_plate)
    k_top = km * np.sum(area_weight * gradient[:n])
    k_bottom = km * np.sum(area_weight * gradient[n:2 * n])
    fraction = (4 * np.pi * a**3 / 3) / (np.pi * R**2 * 2 * H)
    return 0.5 * (k_top + k_bottom), abs(k_top - k_bottom), misfit, fraction


a_c = critical_radius(kp, km, h)
beta = km / kp


def bounds(a, f):
    lower = km / (1 + f * (1 - beta) * (a_c / a - 1))
    upper = km * (1 + f * (1 - beta) * (a / a_c - 1))
    return lower, upper


# Test: radius at which one sphere leaves the outside field undisturbed,
# found as a root of the solved interface conditions.
a_root = brentq(lambda a: sphere_response(1, a, a)[0], 1.0, 200.0, xtol=1e-12)
assert abs(a_root / a_c - 1) < 1e-9
inside_ratio = sphere_response(1, a_root, a_root)[1]
assert abs(inside_ratio - beta) < 1e-9

# Test: sign of the change and both bounds in two different dense cells.
cells = {"centred": (0.75, 1.0, 0.0), "off-centre": (0.5, 0.9, 0.1)}
worst_balance = 0.0
worst_misfit = 0.0
fractions = {}
for name, shape in cells.items():
    k_neutral, balance, misfit, f = cell_conductivity(a_c, *shape)
    fractions[name] = f
    assert abs(k_neutral / km - 1) < 1e-6
    for factor in (0.5, 0.8, 1.5, 4.0):
        a = factor * a_c
        k_cell, balance, misfit, f = cell_conductivity(a, *shape)
        lower, upper = bounds(a, f)
        # series truncation leaves a small mismatch of heat in and heat out
        assert balance / km < 1e-3 and misfit < 1e-3
        worst_balance = max(worst_balance, balance / km)
        worst_misfit = max(worst_misfit, misfit)
        assert lower < k_cell < upper
        assert (k_cell > km) == (a > a_c)

# Test: convergence of the series in the centred cell.
k_short = cell_conductivity(50.0, *cells["centred"], lmax=40)[0]
k_long = cell_conductivity(50.0, *cells["centred"], lmax=60)[0]
assert abs(k_short / k_long - 1) < 1e-3

# Neglected effect: phonon scattering at the particle surface.
mean_free_path = 1.0


def k_diamond_small(a):
    return kp / (1 + 3 * mean_free_path / (4 * a))


a_ballistic = a_c + (3 * mean_free_path / (4 * kp)) / (1 / km - 1 / kp)
a_ballistic_root = brentq(
    lambda a: sphere_response(1, a, a, k_diamond_small(a))[0], 2.0, 200.0)
assert abs(a_ballistic / a_ballistic_root - 1) < 1e-8

# Neglected effect: cubes. Surface integral of n_z^2 over volume, times the
# half-edge, is one for every orientation of the cube.
rng = np.random.default_rng(3)
half_edge = a_c
for _ in range(5):
    rotation, _ = np.linalg.qr(rng.normal(size=(3, 3)))
    normals = np.hstack([rotation, -rotation])
    integral = np.sum(normals[2] ** 2) * (2 * half_edge) ** 2
    assert abs(integral / (2 * half_edge) ** 3 * half_edge - 1) < 1e-12
equal_volume_radius = 2 * half_edge * (3 / (4 * np.pi)) ** (1 / 3)

# Neglected effect: temperature of use, diamond conductivity taken as 1/T.
T_room, T_use = 300.0, 400.0
kp_hot = kp * T_room / T_use
a_hot = critical_radius(kp_hot, km, h)

# Local fields at the neutral radius for an applied gradient in K/micrometre.
gradient = 0.01
flux = km * gradient  # W/mK * K/micrometre = MW/m2
jump = gradient * a_root * (1 - inside_ratio)
assert abs(jump - flux / h) < 1e-9

print(f"diamond conductivity kp = {kp:.0f} W/mK")
print(f"copper conductivity km = {km:.0f} W/mK")
print(f"interface conductance h = {h:.0f} MW/m2K")
print(f"1/km - 1/kp = {1 / km - 1 / kp:.4f} mK/W")
print(f"beta = km/kp = {beta:.2f}")
print(f"critical radius, formula = {a_c:.3f} micrometre")
print(f"critical radius, root of interface laws = {a_root:.3f} micrometre")
in_angstrom = a_c * constants.micro / constants.angstrom
print(f"critical radius = {in_angstrom:.3e} angstrom")
print(f"applied gradient = {gradient:.3f} K/micrometre")
print(f"heat flux = {flux:.2f} MW/m2")
print(f"gradient inside neutral sphere = "
      f"{gradient * inside_ratio:.4f} K/micrometre")
print(f"temperature jump at its pole = {jump:.4f} K")
for name, f in fractions.items():
    print(f"volume fraction, {name} cell = {f:.4f}")
print("centred cell: radius (micrometre), lower bound, k*, upper bound (W/mK)")
for a in (5.0, a_c, 20.0, 50.0):
    k_cell, _, _, f = cell_conductivity(a, *cells["centred"])
    lower, upper = bounds(a, f)
    print(f"  {a:6.2f}  {lower:7.1f}  {k_cell:7.1f}  {upper:7.1f}")
print("off-centre cell: same columns")
for a in (5.0, a_c, 50.0):
    k_cell, _, _, f = cell_conductivity(a, *cells["off-centre"])
    lower, upper = bounds(a, f)
    print(f"  {a:6.2f}  {lower:7.1f}  {k_cell:7.1f}  {upper:7.1f}")
print(f"largest heat imbalance in cell tests = {worst_balance:.1e} (relative)")
print(f"largest boundary misfit in cell tests = {worst_misfit:.1e} (relative)")
for factor in (0.5, 2.0):
    print(f"critical radius at h = {factor * h:.0f} MW/m2K: "
          f"{critical_radius(kp, km, factor * h):.2f} micrometre")
print(f"diamond conductivity at {T_use:.0f} K, 1/T law from "
      f"{T_room:.0f} K = {kp_hot:.0f} W/mK")
print(f"critical radius at {T_use:.0f} K = {a_hot:.2f} micrometre")
print(f"assumed phonon mean free path = {mean_free_path:.1f} micrometre")
print(f"critical radius with surface scattering = "
      f"{a_ballistic:.2f} micrometre")
print(f"cube edge that guarantees a gain = {2 * half_edge:.2f} micrometre")
print(f"radius of sphere of equal volume = "
      f"{equal_volume_radius:.2f} micrometre")
print("all tests passed")
```

Output:

```
diamond conductivity kp = 1000 W/mK
copper conductivity km = 400 W/mK
interface conductance h = 50 MW/m2K
1/km - 1/kp = 0.0015 mK/W
beta = km/kp = 0.40
critical radius, formula = 13.333 micrometre
critical radius, root of interface laws = 13.333 micrometre
critical radius = 1.333e+05 angstrom
applied gradient = 0.010 K/micrometre
heat flux = 4.00 MW/m2
gradient inside neutral sphere = 0.0040 K/micrometre
temperature jump at its pole = 0.0800 K
volume fraction, centred cell = 0.2813
volume fraction, off-centre cell = 0.1029
centred cell: radius (micrometre), lower bound, k*, upper bound (W/mK)
    5.00    312.2    334.9    357.8
   13.33    400.0    400.0    400.0
   20.00    423.8    426.3    433.8
   50.00    456.5    472.9    585.6
off-centre cell: same columns
    5.00    362.7    375.5    384.6
   13.33    400.0    400.0    400.0
   50.00    419.0    425.8    467.9
largest heat imbalance in cell tests = 6.7e-15 (relative)
largest boundary misfit in cell tests = 1.2e-11 (relative)
critical radius at h = 25 MW/m2K: 26.67 micrometre
critical radius at h = 100 MW/m2K: 6.67 micrometre
diamond conductivity at 400 K, 1/T law from 300 K = 750 W/mK
critical radius at 400 K = 17.14 micrometre
assumed phonon mean free path = 1.0 micrometre
critical radius with surface scattering = 13.83 micrometre
cube edge that guarantees a gain = 26.67 micrometre
radius of sphere of equal volume = 16.54 micrometre
all tests passed
```
